# Temperature-field factors for field emission and Schottky emission

A metal with a smooth plane surface emits electrons into vacuum under a field of magnitude $F$. Treat it as a free-electron gas of mass $m$ at temperature $T$. Energies are measured from the Fermi level; $\phi$ is the work function and $e>0$ the elementary charge. With $f=eF$ and $B=e^2/(16\pi\varepsilon_0)$, an electron at distance $x$ outside an ideal conductor sees

$$V(x)=\phi-fx-\frac{B}{x}.$$

The last term is the image energy. From $V'=-f+B/x^2=0$, the top lies at $x_m=\sqrt{B/f}$ and has height $V_m=\phi-\Delta$, with $\Delta=2\sqrt{Bf}$. We take $V_m>0$. The problem is to find how temperature raises cold field emission, how tunnelling raises thermionic emission, and where each result fails.

## (a) Write the current as an integral over normal energy

Let $D(E)$ be the transmission probability at normal energy $E$, the total energy less the kinetic energy parallel to the surface.

**Solution.** With two spin states and outward velocity $v_x=\hbar k_x/m$,

$$J=e\int\frac{2\,d^3k}{(2\pi)^3}\,v_x\,\frac{D(E)}{1+e^{(E+E_t)/kT}}.$$

Here $v_x\,dk_x=dE/\hbar$ and $d^2k_t=2\pi k_t\,dk_t=(2\pi m/\hbar^2)\,dE_t$. The transverse integral is

$$\int_0^\infty\frac{dE_t}{1+e^{(E+E_t)/kT}}=kT\ln(1+e^{-E/kT}).$$

The constants combine to $C=em/(2\pi^2\hbar^3)$, so

$$J=C\int_{-\infty}^{\infty}kT\ln(1+e^{-E/kT})\,D(E)\,dE .$$

The lower limit replaces the band bottom. This is allowed when the band is much deeper than the energy range that contributes. No electrons return from the vacuum.

## (b) Find a transmission formula that holds through the barrier top

**Solution.** Near the top, $V=V_m-\frac12m\omega^2(x-x_m)^2$. With $\xi=(x-x_m)\sqrt{m\omega/\hbar}$ and $a=2(E-V_m)/\hbar\omega$, the Schrödinger equation is

$$\psi''+(\xi^2+a)\psi=0 .$$

For large positive $\xi$ the transmitted wave is $\tau\,\xi^{-1/2+ia/2}e^{i\xi^2/2}$. Put $\xi=Re^{i\chi}$ with $R$ large and increase $\chi$ from $0$ to $\pi$. The wave decays in the first quadrant and is the dominant exponential in the second, so its coefficient can be followed to the negative axis. There it is the reflected wave; the other exponential, subdominant until then, is the incident wave. The power of $\xi$ supplies the factor $e^{i\pi(-1/2+ia/2)}=-ie^{-\pi a/2}$. For unit incident amplitude the reflected amplitude $\rho$ therefore obeys $|\rho|^2=|\tau|^2e^{-\pi a}$. Flux conservation, $|\rho|^2+|\tau|^2=1$, gives

$$D=|\tau|^2=\frac1{1+e^{-\pi a}}.$$

Define the barrier exponent as $G=(2/\hbar)\int\sqrt{2m(V-E)}\,dx$ between the turning points. For the parabola below its top it is $2\int\sqrt{-a-\xi^2}\,d\xi=-\pi a$. Hence $D=1/(1+e^G)$. For the actual barrier we keep this form and insert its own $G$. This is a semiclassical approximation: it becomes $e^{-G}$ deep below the top and the parabolic result near it. It omits reflection at the metal edge and any further prefactor. It also omits a shift that comes from the departure of the barrier from a parabola: at low field the exact $D$ reaches $1/2$ about $5\hbar^2/64mx_m^2$ above $V_m$ rather than at $V_m$. Together these can change $D$ near the top by 10% or more at 0.5 V/nm, and by tens of percent, both near the top and at the Fermi level, at several V/nm.

## (c) Evaluate the barrier exponent, its slope and its curvature

**Solution.** Let $h=\phi-E$ be the depth below the vacuum level at zero field, and $\kappa=\sqrt{2m}/\hbar$. Then $G=2\kappa I$ with

$$I(h,f,B)=\int_{x_1}^{x_2}\sqrt{h-fx-B/x}\,dx,\qquad x_1+x_2=\frac hf,\quad x_1x_2=\frac Bf .$$

Multiplying $h,f,B$ by a common factor $\lambda$ multiplies $I$ by $\lambda^{1/2}$. Rescaling $x$ gives $I(h,f,B)=\lambda I(h,\lambda f,B/\lambda)$. Differentiating both statements at $\lambda=1$,

$$hI_h+fI_f+BI_B=\tfrac12I,\qquad I+fI_f-BI_B=0 .$$

Eliminating $fI_f$ gives $I=\frac23(hI_h+2BI_B)$. The integrand vanishes at the turning points, so moving them adds nothing to the derivatives:

$$I_h=\frac12\int\frac{dx}{\sqrt{h-fx-B/x}},\qquad I_B=-\frac12\int\frac{dx}{x\sqrt{h-fx-B/x}} .$$

Put $x=x_2(1-\mu\sin^2b)=x_2w^2$, with $\mu=1-x_1/x_2$ and $0\le b\le\pi/2$. Since $h-fx-B/x=f(x-x_1)(x_2-x)/x$, the measure $dx/\sqrt{h-fx-B/x}$ becomes $2\sqrt{x_2/f}\,w\,db$. With the complete elliptic integrals $\mathcal E=\int_0^{\pi/2}w\,db$ and $\mathcal K=\int_0^{\pi/2}db/w$,

$$I_h=\sqrt{x_2/f}\;\mathcal E,\qquad I_B=-\mathcal K/\sqrt{fx_2} .$$

Using $B=fx_1x_2$,

$$G=\frac{4\kappa}{3}\sqrt{\frac{x_2}{f}}\,\bigl[h\mathcal E-2fx_1\mathcal K\bigr],\qquad G'(h)=2\kappa\sqrt{\frac{x_2}{f}}\;\mathcal E .$$

For the curvature, differentiate $x_2+B/(fx_2)=h/f$ and $\mu=1-B/(fx_2^2)$:

$$\frac{dx_2}{dh}=\frac{x_2}{f(x_2-x_1)},\qquad \frac{d\mu}{dh}=\frac{2x_1}{fx_2(x_2-x_1)} .$$

Also $d\mathcal E/d\mu=-S/2$, where $S=\int_0^{\pi/2}\sin^2b\,db/w$. Thus

$$G''=\frac{\kappa\sqrt{x_2/f}}{f(x_2-x_1)}\bigl[\mathcal E-2(1-\mu)S\bigr].$$

Since $w^2=\cos^2b+(1-\mu)\sin^2b$, the bracket equals $\int\cos^2b\,db/w-(1-\mu)S$. The substitution $\sin\beta=\cos b/w(b)$ gives $d\beta/w(\beta)=-db/w(b)$, so $S=\int\cos^2b\,db/w^3$. Because $w^2-(1-\mu)=\mu\cos^2b$, the bracket is $\mu\int\cos^4b\,db/w^3$. The factor $\mu=(x_2-x_1)/x_2$ cancels the denominator:

$$G''(h)=\frac{\kappa}{f^{3/2}\sqrt{x_2}}\int_0^{\pi/2}\frac{\cos^4b}{w^3}\,db>0 .$$

At the top, $\mu=0$, $x_2=\Delta/2f$, and the last integral is $3\pi/16$. Therefore

$$G'(\Delta)=\frac{\pi\sqrt{m\Delta}}{\hbar f}\equiv\frac1c,\qquad G''(\Delta)=\frac{3}{8c\Delta} .$$

To continue $G$ above the top, write $x=h/2f+r\sin\alpha$ with $r^2=(h^2-\Delta^2)/4f^2$. Then

$$G=2\kappa\sqrt f\,r^2\int_{-\pi/2}^{\pi/2}\frac{\cos^2\alpha\,d\alpha}{\sqrt{h/2f+r\sin\alpha}} .$$

Reversing $\alpha$ shows that this is even in $r$. It is thus a function of $r^2$, smooth through zero, and $G$ turns negative above the top.

## (d) Evaluate $\int_{-\infty}^{\infty}e^{pu}/(1+e^u)\,du$

**Solution.** The integral $Q(p)$ converges for $0<p<1$. Integrate around the rectangle whose long sides are the real axis and the line $\operatorname{Im}u=2\pi$. The short sides vanish at infinity. The upper side, traversed backwards, contributes $-e^{2\pi ip}Q$. The one enclosed pole, $u=i\pi$, has residue $-e^{i\pi p}$, because $1+e^u\simeq-(u-i\pi)$ there. Hence

$$(1-e^{2\pi ip})Q=-2\pi i\,e^{i\pi p}\quad\Longrightarrow\quad Q(p)=\frac{\pi}{\sin\pi p} .$$

## (e) Extend cold field emission upward in temperature

**Solution.** Most electrons now leave near the Fermi level, far below the top. Set $D=e^{-G}$ and expand about $E=0$. Since $h=\phi-E$,

$$G\simeq G_F-\frac Ed,\qquad G_F=G(\phi),\quad \frac1d=G'(\phi).$$

The energy $d$ is the rise that multiplies $D$ by $e$. Integrate the current by parts, using $\frac{d}{dE}\,kT\ln(1+e^{-E/kT})=-1/(1+e^{E/kT})$. The boundary terms vanish if $p=kT/d<1$:

$$J=Ce^{-G_F}d\int_{-\infty}^{\infty}\frac{e^{E/d}}{1+e^{E/kT}}\,dE=Ce^{-G_F}\,d\,kT\,Q(p).$$

As $kT=pd$, this is

$$J=Cd^2e^{-G_F}\,\frac{\pi p}{\sin\pi p} .$$

The factor tends to 1 at low temperature, leaving the cold-emission formula; its first thermal correction is $\pi^2p^2/6$. At $p=1$ the thermal fall of the supply no longer outruns the rise of the linearized transmission, and the integral diverges.

## (f) Extend Schottky emission upward in field

**Solution.** Electrons now leave near the top, many $kT$ above the Fermi level. There $\ln(1+e^{-E/kT})\simeq e^{-E/kT}$ and $G\simeq(V_m-E)/c$. With $u=(V_m-E)/c$ and $q=c/kT$,

$$J=C\,kT\,c\,e^{-V_m/kT}\int_{-\infty}^{\infty}\frac{e^{qu}}{1+e^u}\,du
=C(kT)^2e^{-V_m/kT}\,\frac{\pi q}{\sin\pi q},$$

for $0<q<1$. When $q\to0$ this is Richardson emission over a barrier lowered by $\Delta$. For the linear exponent the first correction, $\pi^2q^2/6$, is the net effect of tunnelling below the top and reflection above it. Within the semiclassical $D$, the curvature of $G$, treated in (g), multiplies this small correction by about $1-3kT/8\Delta$; it lowers the current by the fraction $\hbar^2/(64mx_m^2kT)$. The shift omitted in (b) is of the same order in $\hbar$ and five times larger, so the two together give about $1-9kT/4\Delta$. The value $\pi^2q^2/6$ is therefore reliable only for $kT\ll\Delta$. Since $\Delta\propto F^{1/2}$, $c\propto F/\sqrt\Delta\propto F^{3/4}$, so $q$ grows as $F^{3/4}/T$.

These are the two Murphy–Good factors. They have the same form, but $p$ rises with temperature while $q$ falls with it.

## (g) Find the practical limits inside $p<1$ and $q<1$

**Solution.** Convergence alone does not make a formula accurate. Consider first the curvature that the linear expansions omit.

In the field regime it adds $\frac12G''(\phi)E^2$ to $G$. To first order the current loses the fraction $\frac12G''(\phi)\langle E^2\rangle$, averaged over the linearized integrand. By (e),

$$M(s)=\int kT\ln(1+e^{-E/kT})e^{sE}dE=\frac{\pi kT}{s\sin(\pi kTs)},\qquad \langle E^2\rangle=\frac{M''}{M}\bigg|_{s=1/d}.$$

Using $M''/M=(\ln M)''+[(\ln M)']^2$ and $\theta=\pi p$, the loss relative to the formula is

$$L_F=\tfrac12G''(\phi)d^2\bigl[2+2\theta\cot\theta+\theta^2(\csc^2\theta+\cot^2\theta)\bigr].$$

The bracket is $6-\theta^2$ to second order in $\theta$, so the loss first falls on heating. Near $p=1$, $L_F\simeq G''(\phi)(kT)^2/(1-p)^2$.

In the Schottky regime $G=u+(3c/16\Delta)u^2$. With $D_0=1/(1+e^u)$, the added term changes $D$ by $D_0'(u)\,(3c/16\Delta)u^2$. Define $N(q)=-\int e^{qu}D_0'\,du$. Integration by parts gives $N=qQ(q)=\pi q/\sin\pi q$. The loss is $(3c/16\Delta)\,N''/Q=(3c/16\Delta)\,qN''/N$. With $\theta=\pi q$ and the same logarithmic identity,

$$L_S=\frac{3c}{16\Delta}\,q\,\pi^2\Bigl[\csc^2\theta+\cot^2\theta-\frac{2\cot\theta}{\theta}\Bigr].$$

Near $q=1$ it grows as $3c/[8\Delta(1-q)^2]$.

The second limit comes from the tails. For $V_m\gg kT$, the part of the field integral above the top is $(kT)^2e^{-(1-p)V_m/kT}/(1-p)$. Dividing by $d^2\pi p/\sin\pi p$ gives its weight

$$W_F=\frac{p\sin\pi p}{\pi(1-p)}\,e^{-(1-p)V_m/kT}.$$

Likewise, for $V_m\gg c$, the part of the Schottky integral below the Fermi level, where the Maxwell tail is wrong, has weight

$$W_S=\frac{\sin\pi q}{\pi(1-q)}\,e^{-(1-q)V_m/c}.$$

Loss and weight must both be small. Close to the divergences this means

$$1-p\gg kT\sqrt{G''(\phi)},\;\frac{kT}{V_m};\qquad 1-q\gg\sqrt{\frac{3c}{8\Delta}},\;\frac{c}{V_m}.$$

The field formula also needs $e^{-G_F}\ll1$ and a band much deeper than $d$.

## (h) Can the two formulas meet?

**Solution.** Since $G''>0$ and $\phi>\Delta$, $G'(\phi)>G'(\Delta)$, and therefore $d<c$. The field formula needs $kT<d$ and the Schottky formula $kT>c$. At fixed field they leave a gap $d<kT<c$.

In the part of the gap where the emitting energy is many $kT$ above the Fermi level and $G$ is still large at that energy, the integrand is proportional to $\exp[-E/kT-G(\phi-E)]$. It is stationary where

$$G'(\phi-E)=\frac1{kT},$$

and the second derivative of its exponent, $-G''$, makes this a maximum. The emission peak then lies between the Fermi level and the top, and an expansion about either end misses it.

## (i) Apply the results to $\phi=4.50$ eV

Take $F=4$ V/nm for field emission and $0.5$ V/nm for Schottky emission.

**Solution.** The constants are $B=0.35999$ eV nm and $C=1.61831\times10^{14}$ A m$^{-2}$ eV$^{-2}$. As reference, the integral of (a) was summed on a uniform energy grid with $D=1/(1+e^G)$ and the unexpanded $G$. For $h<0.1\Delta$, well above the top, $G$ was held constant because $D$ is already close to 1. This reference shares the model and the semiclassical $D$; it measures only the error of the further approximations made in (e) and (f). The semiclassical $D$ itself can shift the current by up to about 10% in the 0.5 V/nm case and 30% in the 4 V/nm case, depending on how the potential joins the metal. That is more than most of the losses tabulated below. It does not test the ideal image potential: at 4 V/nm the inner turning point at the Fermi level is only 0.087 nm from the surface, where a real metal departs from that form.

At 4 V/nm, $\Delta=2\sqrt{0.35999\times4}=2.400$ eV and $V_m=2.100$ eV. The elliptic formulas give $G_F=10.658$, $d=0.1756$ eV and $G''(\phi)=0.552$ eV$^{-2}$. The cold current is $Cd^2e^{-G_F}=1.173\times10^8$ A/m$^2$. Since $d/k=2037.6$ K, at 1000 K $p=1000/2037.6=0.491$ and the factor is 1.542. Thus

$$J=1.173\times10^8\times1.542=1.81\times10^8\ \text{A/m}^2,$$

against $1.75\times10^8$ A/m$^2$ from the full integral.

| $T$ (K) | $p$ | factor | formula/full | $L_F$ |
|---|---|---|---|---|
| 300 | 0.147 | 1.037 | 1.047 | 0.049 |
| 1000 | 0.491 | 1.542 | 1.036 | 0.038 |
| 1400 | 0.687 | 2.594 | 1.063 | 0.067 |
| 1800 | 0.883 | 7.747 | 1.489 | 0.849 |

The error at 300 K is mostly the curvature loss already present in the cold formula. It dips at 1000 K, as the expansion $6-\theta^2$ indicates. At 1800 K the formula is 49% above the full integral although $p<1$; $W_F$ is then 0.18, and $L_F$ is too large to serve as a first-order estimate. Solving $L_F=0.10$ numerically gives 1494 K, or $p=0.733$, where the actual loss relative to the formula is 8.3%.

At 0.5 V/nm, $\Delta=0.8485$ eV, $V_m=3.6515$ eV and $c=0.04769$ eV, so $c/k=553.5$ K. At 1500 K, $q=553.5/1500=0.369$ and $kT=8.6173\times10^{-5}\times1500=0.12926$ eV. With $Ck^2=1.2017\times10^6$ A m$^{-2}$ K$^{-2}$ and the factor 1.265,

$$J=1.2017\times10^6\times1500^2\times e^{-3.6515/0.12926}\times1.265\simeq1.84\ \text{A/m}^2 .$$

The full integral gives 1.80 A/m$^2$.

| $T$ (K) | $q$ | factor | formula/full | $L_S$ |
|---|---|---|---|---|
| 2000 | 0.277 | 1.138 | 1.013 | 0.014 |
| 1500 | 0.369 | 1.265 | 1.021 | 0.024 |
| 1000 | 0.553 | 1.764 | 1.058 | 0.072 |
| 700 | 0.791 | 4.064 | 1.269 | 0.444 |

Here cooling causes the failure. At 700 K, $W_S$ is only $1.0\times10^{-7}$, so the Fermi-level tail is not responsible; the neglected shape of $G$ is. The condition $L_S=0.10$ gives 916 K, or $q=0.604$, with an actual loss of 7.2%. For this field the Schottky formula agrees with the full integral to about that accuracy above 916 K, well above the formal limit of 553.5 K.

At the same field $d/k=264.3$ K, so 400 K lies in the gap. The slope condition of (h) puts the emission peak at 2.642 eV, and the grid maximum of the full integrand is at 2.641 eV. Both lie far from the Fermi level and about 1 eV below the top. The current there, about $2.5\times10^{-32}$ A/m$^2$, is far too small to matter: this case shows where the electrons would leave, not a useful operating point.

Numbers in the example were calculated in double precision.
